# Does a straight Fowler-Nordheim plot give barrier height and mass?: test program

```python
"""
Result under test: for tunnelling through a triangular barrier the slope
constant of ln(J/F^2) against 1/F is
    B = 4 sqrt(2 m) phi^(3/2) / (3 hbar e),
so a straight line fixes only m*phi^3, not phi and m separately.
Symbols: J current density, F field, phi barrier height above the emitter
Fermi level, m tunnelling mass, m_perp transverse mass in the barrier,
E_F emitter Fermi energy, g interface factor, Lambda decay constant of the
zero-bias conductance with film thickness. SI units inside the program.
The emitter is a free-electron metal at zero temperature; no image force.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import airy

e, hbar, me = sc.e, sc.hbar, sc.m_e
eV, nm = sc.e, 1e-9
E_F = 5.0 * eV
nodes, weights = np.polynomial.legendre.leggauss(48)
nodes, weights = (nodes + 1) / 2, weights / 2      # interval [0, 1]


def slope_constant(phi, m):
    return 4 * np.sqrt(2 * m) * phi**1.5 / (3 * hbar * e)


def interface_factor(phi, m):
    rho = np.sqrt(phi * me / (m * E_F))
    return 4 * rho / (1 + rho**2)


def triangular_transmission(W, k, m, F):
    """Outgoing Airy wave matched to a plane wave of wavenumber k."""
    alpha = (2 * m * e * F / hbar**2)**(1 / 3)
    ai, aip, bi, bip = airy(alpha * W / (e * F))
    s = alpha * me / (m * k)
    return 4 * s / np.pi / np.abs(bi + 1j * ai + 1j * s * (bip + 1j * aip))**2


def current_density(F, phi, m, m_perp=None):
    """Integral over depth below E_F and transverse energy in the barrier."""
    m_perp = m if m_perp is None else m_perp
    d = hbar * e * F / (2 * np.sqrt(2 * m * phi))
    span = 20 * d
    depth = span * nodes[:, None]
    u = span * nodes[None, :]
    k_squared = 2 * (me * (E_F - depth) - m_perp * u) / hbar**2
    assert np.all(k_squared > 0)
    T = triangular_transmission(phi + depth + u, np.sqrt(k_squared), m, F)
    integral = span**2 * np.sum(weights[:, None] * weights[None, :] * T)
    return e * m_perp / (2 * np.pi**2 * hbar**3) * integral


def fit_line(F, J):
    x, y = 1 / F, np.log(J / F**2)
    slope, intercept = np.polyfit(x / nm, y, 1)
    residual = y - (slope * x / nm + intercept)
    r2_deficit = np.sum(residual**2) / np.sum((y - y.mean())**2)
    return -slope / nm, np.exp(intercept), r2_deficit


def conductance(t, phi, m):
    """Zero-bias conductance per area of a rectangular barrier."""
    kappa0 = np.sqrt(2 * m * phi) / hbar
    span = 25 * kappa0 / t
    kt2 = span * nodes
    k_squared = 2 * me * E_F / hbar**2 - kt2
    assert np.all(k_squared > 0)
    k, kappa = np.sqrt(k_squared), np.sqrt(kappa0**2 + kt2)
    exit_slope = 1j * k * m / me                   # psi = 1 at the exit
    psi = np.cosh(kappa * t) - exit_slope * np.sinh(kappa * t) / kappa
    dpsi = exit_slope * np.cosh(kappa * t) - kappa * np.sinh(kappa * t)
    incident = (psi + dpsi * me / (1j * k * m)) / 2
    T = 1 / np.abs(incident)**2
    return e**2 / (4 * np.pi**2 * hbar) * span * np.sum(weights * T)


phi_ref, m_ref = 3.0 * eV, 0.5 * me
heights = np.array([3.0, 2.5, 3.5, 4.0]) * eV
pairs = [(p, m_ref * (phi_ref / p)**3) for p in heights]
F = 1 / np.linspace(1 / 1.0e9, 1 / 0.6e9, 9)
F_mid = 0.8e9

# Barrier action from its defining integral, for every pair
for phi, m in pairs:
    width = phi / (e * F_mid)
    action = quad(lambda s: 2 * width * np.sqrt(
        2 * m * max(phi - e * F_mid * s * width, 0.0)) / hbar, 0, 1)[0]
    assert abs(action / (slope_constant(phi, m) / F_mid) - 1) < 1e-6

# Airy transmission against direct integration of the wave equation
c = 2 * m_ref * e * F_mid * nm**3 / hbar**2
turn = phi_ref / (e * F_mid * nm)
far = 40.0
k_far = np.sqrt(c * (far - turn))
start = [1.0 + 0j, 1j * k_far - 1 / (4 * (far - turn))]
sol = solve_ivp(lambda s, y: [y[1], c * (turn - s) * y[0]], [far, 0.0],
                start, method="DOP853", rtol=1e-9, atol=1e-11)
k_in = np.sqrt(2 * me * E_F) / hbar
amp = (sol.y[0, -1] + sol.y[1, -1] * me / (1j * k_in * nm * m_ref)) / 2
T_ode = k_far / m_ref / (k_in * nm / me * abs(amp)**2)
T_airy = triangular_transmission(phi_ref, k_in, m_ref, F_mid)
assert abs(T_ode / T_airy - 1) < 1e-3

# Weak-field prefactor, for both choices of transverse mass
a0 = e**3 / (16 * np.pi**2 * hbar)
F_weak = 5e7
worst_prefactor = 0.0
for phi, m in pairs:
    for m_perp in (m, me):
        A_num = (current_density(F_weak, phi, m, m_perp) / F_weak**2
                 * np.exp(slope_constant(phi, m) / F_weak))
        A_law = interface_factor(phi, m) * a0 * m_perp / (m * phi)
        worst_prefactor = max(worst_prefactor, abs(A_num / A_law - 1))
# Finite-field corrections of relative order d/phi remain
assert worst_prefactor < 0.01

print(f"Emitter Fermi energy: {E_F/eV:.1f} eV")
print(f"Field range: {F.min()/1e9:.2f} to {F.max()/1e9:.2f} GV/m, "
      f"{len(F)} points")
print(f"Largest triangular-barrier width: "
      f"{heights.max()/(e*F.min())/nm:.2f} nm")
print(f"Reference m*phi^3: {m_ref/me*(phi_ref/eV)**3:.3f} m_e eV^3")
print(f"Reference B: {slope_constant(phi_ref, m_ref)/1e9:.3f} GV/m")
print(f"Transmission at E_F, 0.8 GV/m: Airy {T_airy:.5e}, ODE {T_ode:.5e}")
print(f"Worst weak-field prefactor error: {100*worst_prefactor:.2f} %")

# Lines from the integrated currents, and separation by conductance
t1, t2 = 2 * nm, 3 * nm
fits, log_currents = [], []
for phi, m in pairs:
    J = np.array([current_density(f, phi, m) for f in F])
    B_fit, A_fit, deficit = fit_line(F, J)
    fits.append((B_fit, A_fit))
    log_currents.append(np.log(J))
    B = slope_constant(phi, m)
    assert abs(B_fit / B - 1) < 0.005              # finite-field correction
    assert deficit < 1e-6
    shift = log_currents[-1] - log_currents[0]
    mismatch = np.max(np.abs(shift - shift.mean()))
    assert mismatch < 0.02
    G1, G2 = conductance(t1, phi, m), conductance(t2, phi, m)
    decay = np.log(G1 * t1 / (G2 * t2)) / (t2 - t1)
    Lambda = 2 * np.sqrt(2 * m * phi) / hbar
    assert abs(decay / Lambda - 1) < 0.005         # finite-thickness terms
    phi_rec = 3 * e * B_fit / (2 * decay)
    m_rec = (3 * hbar * e * B_fit / (4 * phi_rec**1.5))**2 / 2
    assert abs(phi_rec / phi - 1) < 0.01
    assert abs(m_rec / m - 1) < 0.03
    print(f"PAIR phi = {phi/eV:.1f} eV, m = {m/me:.4f} m_e")
    print(f"  fitted B {B_fit/1e9:.3f} GV/m, 1-R^2 {deficit:.1e}")
    print(f"  J at 0.6, 1.0 GV/m: {J[-1]:.3e}, {J[0]:.3e} A/m^2")
    print(f"  shifted ln J mismatch to reference: {mismatch:.4f}")
    print(f"  g {interface_factor(phi, m):.3f}, "
          f"fitted A {A_fit:.3e} A/V^2")
    print(f"  G at 2, 3 nm: {G1:.3e}, {G2:.3e} S/m^2")
    print(f"  Lambda: numerical {decay*nm:.3f}, law {Lambda*nm:.3f} 1/nm")
    print(f"  recovered phi {phi_rec/eV:.3f} eV, m {m_rec/me:.4f} m_e")

slopes = np.array([f[0] for f in fits])
spread = (slopes.max() - slopes.min()) / slopes.mean()
assert spread < 0.005
print(f"Spread of fitted B over the pairs: {100*spread:.3f} %")

# Control: equal m*phi^2 must not give equal slopes
phi_c = 4.0 * eV
m_c = m_ref * (phi_ref / phi_c)**2
J_c = np.array([current_density(f, phi_c, m_c) for f in F])
B_c = fit_line(F, J_c)[0]
assert abs(B_c / slopes[0] / np.sqrt(phi_c / phi_ref) - 1) < 0.005
print(f"Control phi {phi_c/eV:.1f} eV, m {m_c/me:.5f} m_e: "
      f"fitted B {B_c/1e9:.3f} GV/m")

# Intercept inversion with g = 1, under different assumptions
J_ref = np.exp(log_currents[0])
estimates = []
for area_fraction in (1.0, 0.5):
    B_fit, A_fit, _ = fit_line(F, area_fraction * J_ref)
    product = (3 * hbar * e * B_fit / 4)**2 / 2     # m*phi^3
    phi_iso = a0 / A_fit
    phi_me = np.sqrt(product * A_fit / (a0 * me))
    for label, phi_est in (("m_perp=m", phi_iso), ("m_perp=m_e", phi_me)):
        m_est = product / phi_est**3
        estimates.append(phi_est)
        print(f"Intercept, area x{area_fraction:.1f}, {label}: "
              f"phi {phi_est/eV:.3f} eV, m {m_est/me:.3f} m_e")
assert abs(estimates[0] / phi_ref - 1) > 0.2
assert max(estimates) / min(estimates) > 1.3
bias = fits[0][1] / (interface_factor(phi_ref, m_ref) * a0 / phi_ref)
print(f"Reference fitted A / weak-field A: {bias:.4f}")

print("all assertions hold")
```

Running it gives:

```
Emitter Fermi energy: 5.0 eV
Field range: 0.60 to 1.00 GV/m, 9 points
Largest triangular-barrier width: 6.67 nm
Reference m*phi^3: 13.500 m_e eV^3
Reference B: 25.098 GV/m
Transmission at E_F, 0.8 GV/m: Airy 4.73553e-14, ODE 4.73554e-14
Worst weak-field prefactor error: 0.29 %
PAIR phi = 3.0 eV, m = 0.5000 m_e
  fitted B 25.076 GV/m, 1-R^2 1.5e-08
  J at 0.6, 1.0 GV/m: 2.452e-07, 1.240e+01 A/m^2
  shifted ln J mismatch to reference: 0.0000
  g 1.992, fitted A 9.648e-07 A/V^2
  G at 2, 3 nm: 9.896e+02, 2.325e-03 S/m^2
  Lambda: numerical 12.556, law 12.549 1/nm
  recovered phi 2.996 eV, m 0.5012 m_e
PAIR phi = 2.5 eV, m = 0.8640 m_e
  fitted B 25.081 GV/m, 1-R^2 9.3e-09
  J at 0.6, 1.0 GV/m: 2.862e-07, 1.452e+01 A/m^2
  shifted ln J mismatch to reference: 0.0019
  g 1.927, fitted A 1.135e-06 A/V^2
  G at 2, 3 nm: 7.573e+00, 1.431e-06 S/m^2
  Lambda: numerical 15.076, law 15.059 1/nm
  recovered phi 2.495 eV, m 0.8675 m_e
PAIR phi = 3.5 eV, m = 0.3149 m_e
  fitted B 25.073 GV/m, 1-R^2 2.1e-08
  J at 0.6, 1.0 GV/m: 1.944e-07, 9.807e+00 A/m^2
  shifted ln J mismatch to reference: 0.0015
  g 1.850, fitted A 7.604e-07 A/V^2
  G at 2, 3 nm: 2.571e+04, 3.660e-01 S/m^2
  Lambda: numerical 10.754, law 10.756 1/nm
  recovered phi 3.497 eV, m 0.3150 m_e
PAIR phi = 4.0 eV, m = 0.2109 m_e
  fitted B 25.070 GV/m, 1-R^2 2.5e-08
  J at 0.6, 1.0 GV/m: 1.490e-07, 7.500e+00 A/m^2
  shifted ln J mismatch to reference: 0.0026
  g 1.625, fitted A 5.799e-07 A/V^2
  G at 2, 3 nm: 2.502e+05, 1.375e+01 S/m^2
  Lambda: numerical 9.403, law 9.412 1/nm
  recovered phi 3.999 eV, m 0.2106 m_e
Spread of fitted B over the pairs: 0.046 %
Control phi 4.0 eV, m 0.28125 m_e: fitted B 28.957 GV/m
Intercept, area x1.0, m_perp=m: phi 1.598 eV, m 3.305 m_e
Intercept, area x1.0, m_perp=m_e: phi 2.904 eV, m 0.550 m_e
Intercept, area x0.5, m_perp=m: phi 3.195 eV, m 0.413 m_e
Intercept, area x0.5, m_perp=m_e: phi 2.054 eV, m 1.556 m_e
Reference fitted A / weak-field A: 0.9428
all assertions hold
```
